**Landau coefficient conversion and the Curie constant**

The program tests that the energy density \(\alpha P^2+\beta P^4-EP\), with \(\alpha=\alpha_0(T-T_0)\), equals \(aP^2/2+bP^4/4-EP\) for \(a=2\alpha\) and \(b=4\beta\), and that the Curie constant is \(C=1/(2\varepsilon_0\alpha_0)\). Here \(P\) is the switchable polarization, \(E\) the macroscopic field, \(T\) the temperature, \(T_0\) the transition temperature and \(\varepsilon_0\) the vacuum permittivity. Susceptibilities are computed from field differences of the roots of the original equilibrium equation, and a line fitted to their inverses above \(T_0\) must reproduce \(C\) and \(T_0\). The program also asserts the factor 2 between the susceptibilities at equal distances above and below \(T_0\), and that relaxation with the converted coefficients reaches the original energy minimum. For unconverted coefficients it asserts a polarization too large by \(\sqrt2\), a susceptibility too large by 2, a uniform switching field too small by \(\sqrt2\) and an unchanged well depth. The output gives \(C=1.486\times10^5\) K for rough parameters in the regime of lithium tantalate. It also lists estimates of the background, sixth-order, clamping, adiabatic, finite-field and conduction effects, whose inputs are rough assumptions.

## Numerical check

```python
"""
Result under test: the Landau energy density
    f = alpha P^2 + beta P^4 - E P,   alpha = alpha0 (T - T0)
equals a P^2/2 + b P^4/4 - E P with a = 2 alpha and b = 4 beta.
Its Curie constant is C = 1/(2 eps0 alpha0), and its susceptibility is
C/(T-T0) above T0 and C/(2(T0-T)) below T0.
P: switchable polarization, E: macroscopic field, T: temperature,
T0: transition temperature, eps0: vacuum permittivity.
SI units inside the program; engineering units in the printout.
Material inputs are rough values in the regime of lithium tantalate.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0 as eps0
from scipy.optimize import minimize_scalar


def close(x, y, tolerance=1e-4):
    return math.isclose(x, y, rel_tol=tolerance)


def polarization(p2, p4, field, p6=0.0):
    """Largest real stationary P of p2 P^2 + p4 P^4 + p6 P^6 - field P."""
    roots = np.roots([6*p6, 0, 4*p4, 0, 2*p2, -field])
    return max(r.real for r in roots if abs(r.imag) < 1e-8)


def susceptibility(p2, p4, field=0.0, p6=0.0, step=1e3):
    """Central field difference of the equilibrium polarization."""
    upper = polarization(p2, p4, field + step, p6)
    lower = polarization(p2, p4, field - step, p6)
    return (upper - lower) / (2*step*eps0)


def switching_field(p2, p4):
    """Largest opposing field on the way from the well to P = 0."""
    ps = polarization(p2, p4, 0.0)
    best = minimize_scalar(lambda p: 2*p2*p + 4*p4*p**3,
                           bounds=(0, ps), method="bounded")
    return -best.fun


def well_depth(p2, p4):
    ps = polarization(p2, p4, 0.0)
    return -(p2*ps**2 + p4*ps**4)


# Coefficient matching for every P, done symbolically
P, A, B, al, be = sp.symbols("P A B alpha beta")
difference = sp.Poly(al*P**2 + be*P**4 - A*P**2/2 - B*P**4/4, P)
solution = sp.solve(difference.coeffs(), [A, B], dict=True)[0]
factor_a = float(solution[A] / al)
factor_b = float(solution[B] / be)
assert factor_a == 2.0 and factor_b == 4.0

# Example inputs
T0, T_low, T_high = 900.0, 850.0, 950.0
alpha0, beta = 3.8e5, 4.5e8
alpha_low = alpha0*(T_low - T0)
alpha_high = alpha0*(T_high - T0)
a0, b = factor_a*alpha0, factor_b*beta
a_low, a_high = factor_a*alpha_low, factor_a*alpha_high
curie = 1/(eps0*a0)

# Curie constant from numerically computed susceptibilities
temps = np.linspace(910, 1000, 10)
chis = np.array([susceptibility(alpha0*(t - T0), beta) for t in temps])
slope, offset = np.polyfit(temps, 1/chis, 1)
curie_fit, T0_fit = 1/slope, -offset/slope
assert close(curie_fit, curie)
assert close(T0_fit, T0, 1e-6)

# Both sides of the transition
chi_high = susceptibility(alpha_high, beta)
chi_low = susceptibility(alpha_low, beta)
ps = polarization(alpha_low, beta, 0.0)
assert close(chi_high, curie/(T_high - T0))
assert close(chi_low, curie/(2*(T0 - T_low)))
assert close(ps, math.sqrt(-a_low/b), 1e-9)
assert close(chi_high/chi_low, 2.0)

# Relaxation in the converted form must find the original minimum
p_relaxed = 0.05
for _ in range(400):
    p_relaxed -= 0.2/abs(a_low)*(a_low*p_relaxed + b*p_relaxed**3)
assert close(p_relaxed, ps, 1e-9)

# Unconverted input: the code supplies its own factors 1/2 and 1/4
wrong_low = (alpha_low/2, beta/4)
wrong_high = (alpha_high/2, beta/4)
ps_wrong = polarization(*wrong_low, 0.0)
chi_low_wrong = susceptibility(*wrong_low)
chi_high_wrong = susceptibility(*wrong_high)
curie_wrong = chi_high_wrong*(T_high - T0)
ec, ec_wrong = switching_field(alpha_low, beta), switching_field(*wrong_low)
depth, depth_wrong = well_depth(alpha_low, beta), well_depth(*wrong_low)
assert close(ps_wrong/ps, math.sqrt(2), 1e-9)
assert close(chi_low_wrong/chi_low, 2.0)
assert close(chi_high_wrong/chi_high, 2.0)
assert close(ec, (2*abs(alpha_low)/3)**1.5/math.sqrt(beta), 1e-6)
assert close(ec/ec_wrong, math.sqrt(2), 1e-6)
assert close(depth, alpha_low**2/(4*beta), 1e-9)
assert close(depth_wrong, depth, 1e-9)

# Background permittivity and the bias of a fit that ignores it
eps_background = 40.0
raw_slope, raw_offset = np.polyfit(temps, 1/(eps_background + chis), 1)
curie_raw, T0_raw = 1/raw_slope, -raw_offset/raw_slope
assert curie_raw > curie_fit

# Sixth-order term: restoring field equals the quartic one at P_equal
P_equal = 0.50
p6 = b/P_equal**2/6
chi_sextic = susceptibility(alpha_low, beta, p6=p6)

# Clamping: strain held at Q ps^2, elastic energy K(strain - Q P^2)^2/2
Q, K = 0.02, 2.5e11
strain = Q*ps**2
chi_clamped = susceptibility(alpha_low - K*strain*Q, beta + K*Q**2/2)
assert close(1/(eps0*chi_clamped),
             1/(eps0*chi_low) + 4*K*Q**2*ps**2)

# Adiabatic response: temperature follows P at constant entropy
heat_capacity = 3.0e6


def adiabatic_field(p):
    t = T_low*math.exp(alpha0*(p**2 - ps**2)/heat_capacity)
    return 2*alpha0*(t - T0)*p + 4*beta*p**3


h = 1e-5
stiffness_ad = (adiabatic_field(ps + h) - adiabatic_field(ps - h))/(2*h)
chi_adiabatic = 1/(eps0*stiffness_ad)
assert close(stiffness_ad, 1/(eps0*chi_low)
             + 4*alpha0**2*ps**2*T_low/heat_capacity)

# Finite field along P, and conduction
bias = 1e5
chi_bias_low = susceptibility(alpha_low, beta, field=bias)
chi_bias_high = susceptibility(alpha_high, beta, field=bias)
conductivity = 1e-4
f_cross = conductivity/(2*math.pi*eps0*(eps_background + chi_low))

# Extrapolation far below the transition
T_room = 300.0
alpha_room = alpha0*(T_room - T0)
ps_room = polarization(alpha_room, beta, 0.0)
chi_room = susceptibility(alpha_room, beta)


def percent(new, old):
    return 100*(new/old - 1)


print(f"T0 = {T0:.0f} K; T = {T_low:.0f} K and {T_high:.0f} K")
print(f"alpha0 = {alpha0:.3e} J m/(C^2 K)")
print(f"beta = {beta:.3e} J m^5/C^4")
print(f"vacuum permittivity = {eps0:.5e} F/m")
print(f"a/alpha = {factor_a:.0f}, b/beta = {factor_b:.0f}")
print(f"a0 = {a0:.3e} J m/(C^2 K)")
print(f"b = {b:.3e} J m^5/C^4")
print(f"alpha at 850 K = {alpha_low:.3e} J m/C^2")
print(f"a at 850 K = {a_low:.3e} J m/C^2")
print(f"a at 950 K = {a_high:.3e} J m/C^2")
print(f"Curie constant, formula = {curie:.5e} K")
print(f"Curie constant, fit 910-1000 K = {curie_fit:.5e} K")
print(f"T0 from the same fit = {T0_fit:.3f} K")
print(f"susceptibility at 950 K = {chi_high:.1f}")
print(f"susceptibility at 850 K = {chi_low:.1f}")
print(f"background permittivity (rough) = {eps_background:.0f}")
print(f"relative permittivity, 950 K = {eps_background+chi_high:.1f}")
print(f"relative permittivity, 850 K = {eps_background+chi_low:.1f}")
print(f"Ps at 850 K = {100*ps:.3f} uC/cm2")
print(f"Ps by relaxation = {100*p_relaxed:.3f} uC/cm2")
print(f"uniform switching field, 850 K = {ec*1e-5:.3f} kV/cm")
print(f"well depth, 850 K = {depth*1e-6:.4f} J/cm3")
print("-- unconverted coefficients --")
print(f"apparent Curie constant = {curie_wrong:.5e} K")
print(f"susceptibility at 950 K = {chi_high_wrong:.1f}")
print(f"susceptibility at 850 K = {chi_low_wrong:.1f}")
print(f"Ps at 850 K = {100*ps_wrong:.3f} uC/cm2")
print(f"uniform switching field = {ec_wrong*1e-5:.3f} kV/cm")
print(f"well depth = {depth_wrong*1e-6:.4f} J/cm3")
print("-- neglected effects, rough inputs --")
print(f"C if background not subtracted = {curie_raw:.4e} K")
print(f"  change of C = {percent(curie_raw, curie_fit):+.1f} %")
print(f"  T0 from that fit = {T0_raw:.2f} K")
print(f"sextic = quartic field at P = {100*P_equal:.0f} uC/cm2")
print(f"  chi change, 850 K = {percent(chi_sextic, chi_low):+.1f} %")
print(f"Q = {Q:.2f} m4/C2, elastic stiffness K = {K*1e-9:.0f} GPa")
print(f"  clamped chi, 850 K = {percent(chi_clamped, chi_low):+.1f} %")
print(f"heat capacity = {heat_capacity*1e-6:.1f} J/(cm3 K)")
print(f"  adiabatic chi = {percent(chi_adiabatic, chi_low):+.1f} %")
print(f"field along P = {bias*1e-5:.1f} kV/cm")
print(f"  chi change, 850 K = {percent(chi_bias_low, chi_low):+.2f} %")
print(f"  chi change, 950 K = {percent(chi_bias_high, chi_high):+.3f} %")
print(f"conductivity at 850 K = {conductivity*1e-2:.1e} S/cm")
print(f"  equal-current frequency = {f_cross*1e-3:.2f} kHz")
print(f"extrapolated Ps at 300 K = {100*ps_room:.1f} uC/cm2")
print(f"extrapolated chi at 300 K = {chi_room:.1f}")
print("finished without a failed check")
```

Running it gives:

```
T0 = 900 K; T = 850 K and 950 K
alpha0 = 3.800e+05 J m/(C^2 K)
beta = 4.500e+08 J m^5/C^4
vacuum permittivity = 8.85419e-12 F/m
a/alpha = 2, b/beta = 4
a0 = 7.600e+05 J m/(C^2 K)
b = 1.800e+09 J m^5/C^4
alpha at 850 K = -1.900e+07 J m/C^2
a at 850 K = -3.800e+07 J m/C^2
a at 950 K = 3.800e+07 J m/C^2
Curie constant, formula = 1.48606e+05 K
Curie constant, fit 910-1000 K = 1.48606e+05 K
T0 from the same fit = 900.000 K
susceptibility at 950 K = 2972.1
susceptibility at 850 K = 1486.1
background permittivity (rough) = 40
relative permittivity, 950 K = 3012.1
relative permittivity, 850 K = 1526.1
Ps at 850 K = 14.530 uC/cm2
Ps by relaxation = 14.530 uC/cm2
uniform switching field, 850 K = 21.251 kV/cm
well depth, 850 K = 0.2006 J/cm3
-- unconverted coefficients --
apparent Curie constant = 2.97213e+05 K
susceptibility at 950 K = 5944.3
susceptibility at 850 K = 2972.1
Ps at 850 K = 20.548 uC/cm2
uniform switching field = 15.027 kV/cm
well depth = 0.2006 J/cm3
-- neglected effects, rough inputs --
C if background not subtracted = 1.5302e+05 K
  change of C = +3.0 %
  T0 from that fit = 899.41 K
sextic = quartic field at P = 50 uC/cm2
  chi change, 850 K = -6.8 %
Q = 0.02 m4/C2, elastic stiffness K = 250 GPa
  clamped chi, 850 K = -10.0 %
heat capacity = 3.0 J/(cm3 K)
  adiabatic chi = -4.3 %
field along P = 1.0 kV/cm
  chi change, 850 K = -2.62 %
  chi change, 950 K = -0.098 %
conductivity at 850 K = 1.0e-06 S/cm
  equal-current frequency = 1.18 kHz
extrapolated Ps at 300 K = 50.3 uC/cm2
extrapolated chi at 300 K = 123.8
finished without a failed check
```
